# Friedel tail of RPA screening from the logarithmic singularity at 2kF: a numerical check

```python
"""Friedel tail of the RPA screening density around a static point charge +Z.

Result under test (Hartree atomic units, zero temperature, linear response):
    dn(r) -> -A cos(2 kF r) / r^3,   A = Z kF / (1 + 2 pi kF)^2
dn is the induced electron NUMBER density, kF the Fermi wavenumber.
Symbols: x = q/(2 kF), t = x - 1, R = 2 kF r, alpha = 1/(2 pi kF),
e2 = eps(2 kF) = 1 + alpha, u = 2 F with F the static Lindhard function
(F(0) = 1), eps = 1 + alpha u / x^2, L = ln|t/2|.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, dblquad

BOHR = const.physical_constants["Bohr radius"][0] * 1e10           # angstrom
HARTREE = const.physical_constants["Hartree energy in eV"][0]      # eV
GL_X, GL_W = np.polynomial.legendre.leggauss(16)
LAG_X, LAG_W = np.polynomial.laguerre.laggauss(30)
Z = 1.0


def panel_integral(f, edges, max_width):
    """Composite Gauss-Legendre rule; each panel is cut to max_width or less."""
    pieces = []
    for a, b in zip(edges[:-1], edges[1:]):
        n = int((b - a) / max_width) + 2
        pieces.append(np.linspace(a, b, n + 1)[:-1])
    grid = np.append(np.concatenate(pieces), edges[-1])
    half = 0.5 * np.diff(grid)
    mid = 0.5 * (grid[1:] + grid[:-1])
    pts = mid[:, None] + half[:, None] * GL_X
    return np.sum(half[:, None] * GL_W * f(pts))


def sine_integral(g, R):
    """Integral of g(x) sin(R x) over 0..infinity.

    Panels shrink towards x = 1. Beyond x = 4 the path is turned into the
    upper half plane, where exp(i R x) decays and g is analytic."""
    k = np.arange(31)
    steps = 2.0 ** (-k)
    edges = np.concatenate([1 - steps, [1.0], 1 + steps[::-1], [3.0, 4.0]])
    body = panel_integral(lambda x: g(x) * np.sin(R * x), edges, 4.0 / R)
    tail = 1j * np.exp(4j * R) / R * np.sum(LAG_W * g(4 + 1j * LAG_X / R))
    return body + tail.imag


def lindhard_u(x, width=0.0):
    """Twice the Lindhard function; width > 0 rounds off the logarithm."""
    log_ratio = 0.5 * np.log(((x + 1)**2 + width**2)
                             / ((x - 1)**2 + width**2))
    return 1 + (1 - x**2) / (2 * x) * log_ratio


def density(r, kf, width=0.0):
    """Full RPA induced number density by quadrature."""
    alpha = 1 / (2 * np.pi * kf)

    def g(x):
        u = lindhard_u(x, width)
        return alpha * u * x / (x**2 + alpha * u)
    return 2 * kf**2 * Z / (np.pi**2 * r) * sine_integral(g, 2 * kf * r)


def potential_energy(r, kf):
    """Full RPA potential energy of a test electron by quadrature."""
    alpha = 1 / (2 * np.pi * kf)
    integral = sine_integral(
        lambda x: x / (x**2 + alpha * lindhard_u(x)), 2 * kf * r)
    return -2 * Z / (np.pi * r) * integral


def amplitude(kf):
    return Z * kf / (1 + 2 * np.pi * kf)**2


def one_term(r, kf):
    return -amplitude(kf) * np.cos(2 * kf * r) / r**3


def two_terms(r, kf):
    alpha = 1 / (2 * np.pi * kf)
    R = 2 * kf * r
    bracket = 4 * alpha * (np.log(2 * R) + np.euler_gamma) - alpha - 3
    shape = np.cos(R) - np.sin(R) * bracket / ((1 + alpha) * R)
    return -amplitude(kf) * shape / r**3


def fermi_wavenumber(rs):
    return (9 * np.pi / 4)**(1 / 3) / rs


# --- Lindhard function against integrals over the Fermi sphere ---
rs = 4.0
kF = fermi_wavenumber(rs)
q = 3.0 * kF
sphere = dblquad(lambda mu, k: k**2 / (q**2 / 2 + k * q * mu),
                 0, kF, -1, 1)[0]
chi_sphere = -4 * 2 * np.pi / (2 * np.pi)**3 * sphere
chi_formula = -kF / (2 * np.pi**2) * lindhard_u(q / (2 * kF))
assert abs(chi_sphere / chi_formula - 1) < 1e-7
q = 1.3 * kF
slices = quad(lambda s: kF**2 - s**2, -kF, kF, weight="cauchy",
              wvar=-q / 2)[0]
chi_slices = -slices / (2 * np.pi**2 * q)
chi_formula = -kF / (2 * np.pi**2) * lindhard_u(q / (2 * kF))
assert abs(chi_slices / chi_formula - 1) < 1e-7

# --- Singular terms at x = 1 by symbolic differentiation, L held fixed ---
t, L, al = sp.symbols("t L alpha")
xs = 1 + t
us = 1 + (1 - xs**2) / (2 * xs) * (sp.log(1 + t / 2) - L)
gs = al * us * xs / (xs**2 + al * us)
first = sp.expand(sp.diff(gs, t).subs(t, 0))
second = sp.expand(sp.diff(gs, t, 2).subs(t, 0) / 2)
assert sp.simplify(first.coeff(L, 1) - al / (1 + al)**2) == 0
assert sp.simplify(second.coeff(L, 2) + al**2 / (1 + al)**3) == 0
assert sp.simplify(second.coeff(L, 1)
                   - al * (5 * al - 3) / (2 * (1 + al)**3)) == 0

# --- Generalized Fourier transforms from Gaussian-damped integrals ---
# The damping changes the values by a relative amount of order eta.
eta, R0 = 1e-3, 6.0
damp_edges = np.concatenate([[0.0], 2.0 ** np.arange(-30, 8), [200.0]])


def damped(f):
    return 2 * panel_integral(lambda y: f(y) * np.exp(-eta * y**2),
                              damp_edges, 0.5)


ft_tlog = damped(lambda y: y * np.log(y) * np.sin(R0 * y))
ft_t2log = damped(lambda y: y**2 * np.log(y) * np.cos(R0 * y))
ft_t2log2 = damped(lambda y: y**2 * np.log(y)**2 * np.cos(R0 * y))
log_part = 2 * (np.log(R0) + np.euler_gamma) - 3
assert abs(ft_tlog / (-np.pi / R0**2) - 1) < 1e-3
assert abs(ft_t2log / (2 * np.pi / R0**3) - 1) < 1e-3
assert abs(ft_t2log2 / (-2 * np.pi * log_part / R0**3) - 1) < 1e-3

# --- Thomas-Fermi: no singularity at 2 kF, hence pure exponential decay ---
alpha4 = 1 / (2 * np.pi * kF)
c_tf = np.sqrt(2 * alpha4)                     # kTF / (2 kF)
for R in (9.0, 30.0):
    tf = sine_integral(lambda x: x / (x**2 + c_tf**2), R)
    assert abs(tf - np.pi / 2 * np.exp(-c_tf * R)) < 1e-10

# --- Tail formulas against the full RPA integral at two densities ---
report = []
for rs_test in (2.0, 4.0):
    k = fermi_wavenumber(rs_test)
    for R_start, limit1, limit2 in ((400.0, 3e-2, 1e-3),
                                    (1600.0, 1e-2, 1e-4)):
        radii = (R_start + 2 * np.pi * np.arange(8) / 8) / (2 * k)
        full = np.array([density(r, k) for r in radii])
        scale = radii**3 / amplitude(k)
        dev1 = np.max(np.abs(full - one_term(radii, k)) * scale)
        dev2 = np.max(np.abs(full - two_terms(radii, k)) * scale)
        assert dev1 < limit1 and dev2 < limit2 and dev2 < dev1
        report.append((rs_test, R_start, dev1, dev2))

# --- Tail of the potential energy ---
w_amp = np.pi * amplitude(kF) / kF**2
radii = (400.0 + 2 * np.pi * np.arange(8) / 8) / (2 * kF)
w_full = np.array([potential_energy(r, kF) for r in radii])
w_dev = np.max(np.abs(w_full * radii**3 / w_amp + np.cos(2 * kF * radii)))
assert w_dev < 0.05

# --- Rounding off the logarithm removes the tail ---
radii = (100.0 + 2 * np.pi * np.arange(8) / 8) / (2 * kF)
sharp = max(abs(density(r, kF)) * r**3 / amplitude(kF) for r in radii)
rounded = max(abs(density(r, kF, 0.2)) * r**3 / amplitude(kF) for r in radii)
assert sharp > 0.9 and rounded < 1e-4

# --- Worked example ---
A = amplitude(kF)
k_tf = np.sqrt(4 * kF / np.pi)
r10 = 10.0 / BOHR
print(f"rs = {rs * BOHR:.4f} angstrom (4 bohr), Z = {Z:.0f}")
print(f"mean density = {3 / (4 * np.pi * (rs * BOHR)**3):.5f} angstrom^-3")
print(f"kF = {kF / BOHR:.4f} angstrom^-1 ; kF*a0 = {kF:.4f}")
print(f"Fermi energy = {kF**2 / 2 * HARTREE:.3f} eV")
print(f"oscillation period pi/kF = {np.pi / kF * BOHR:.3f} angstrom")
print(f"Thomas-Fermi screening length = {BOHR / k_tf:.4f} angstrom")
print(f"alpha = {alpha4:.4f} ; eps(2kF) = {1 + alpha4:.4f}")
print(f"reduction factor 1/eps(2kF)^2 = {1 / (1 + alpha4)**2:.4f}")
print(f"amplitude A = {A:.5f} (electrons, dimensionless)")
print(f"A/r^3 at 10 angstrom = {A / 10.0**3:.4e} angstrom^-3")
print(f"potential tail amplitude at 10 angstrom = "
      f"{w_amp / r10**3 * HARTREE:.4e} eV")
print("Density in angstrom^-3: full RPA, one term, two terms, Thomas-Fermi")
for r_ang in (5.0, 10.0, 20.0, 40.0):
    r = r_ang / BOHR
    yukawa = Z * k_tf**2 * np.exp(-k_tf * r) / (4 * np.pi * r)
    values = [v / BOHR**3 for v in
              (density(r, kF), one_term(r, kF), two_terms(r, kF), yukawa)]
    print(f"r = {r_ang:4.0f} angstrom, 2kF r = {2 * kF * r:6.2f}: "
          + "  ".join(f"{v: .4e}" for v in values))
print("Largest deviation from full RPA over one period, in units of A/r^3")
for rs_test, R_start, dev1, dev2 in report:
    print(f"rs = {rs_test:.0f} bohr, 2kF r from {R_start:.0f}: "
          f"one term {dev1:.2e}, two terms {dev2:.2e}")
print(f"potential tail, rs = 4 bohr, 2kF r from 400: one term {w_dev:.2e}")
print("Largest |dn| r^3/A over one period from 2kF r = 100, rs = 4 bohr")
print(f"true logarithm {sharp:.4f} ; rounded over width 0.2 in x "
      f"{rounded:.1e}")
print("checks complete")
```

Printed output:

```
rs = 2.1167 angstrom (4 bohr), Z = 1
mean density = 0.02517 angstrom^-3
kF = 0.9067 angstrom^-1 ; kF*a0 = 0.4798
Fermi energy = 3.132 eV
oscillation period pi/kF = 3.465 angstrom
Thomas-Fermi screening length = 0.6770 angstrom
alpha = 0.3317 ; eps(2kF) = 1.3317
reduction factor 1/eps(2kF)^2 = 0.5639
amplitude A = 0.02977 (electrons, dimensionless)
A/r^3 at 10 angstrom = 2.9769e-05 angstrom^-3
potential tail amplitude at 10 angstrom = 1.6382e-03 eV
Density in angstrom^-3: full RPA, one term, two terms, Thomas-Fermi
r =    5 angstrom, 2kF r =   9.07:  2.6365e-04   2.2305e-04   2.3189e-04   2.1544e-05
r =   10 angstrom, 2kF r =  18.13: -2.4927e-05  -2.2456e-05  -2.4236e-05   6.6840e-09
r =   20 angstrom, 2kF r =  36.27: -7.5561e-07  -5.1380e-07  -7.5178e-07   1.2868e-15
r =   40 angstrom, 2kF r =  72.53:  4.4319e-07   4.4740e-07   4.4209e-07   9.5376e-29
Largest deviation from full RPA over one period, in units of A/r^3
rs = 2 bohr, 2kF r from 400: one term 3.46e-03, two terms 8.77e-05
rs = 2 bohr, 2kF r from 1600: one term 1.36e-03, two terms 6.10e-06
rs = 4 bohr, 2kF r from 400: one term 1.15e-02, two terms 4.95e-05
rs = 4 bohr, 2kF r from 1600: one term 3.78e-03, two terms 1.16e-07
potential tail, rs = 4 bohr, 2kF r from 400: one term 1.81e-03
Largest |dn| r^3/A over one period from 2kF r = 100, rs = 4 bohr
true logarithm 0.9607 ; rounded over width 0.2 in x 4.7e-08
checks complete
```
